\section*{Neighbour shells, screened pair potentials and the structures of Na to Si}

\section{The decision at stake}

Someone simulating an sp metal must decide whether a pair potential from second-order pseudopotential theory can choose the crystal structure, or whether the full electronic problem must be solved for each candidate. The two routes differ greatly in cost. The answer depends on where the neighbour shells fall on the potential, and on how much energy the second order leaves out.

The elements crystallize differently: Mg is hexagonal close packed, Al is face-centred cubic, Ga has an orthorhombic structure with one short bond per atom, and Si has the diamond structure. Na is body-centred cubic at room temperature. Below, the contributions to these differences are separated at fixed atomic volume. The result is the observed structure for Al and, less securely, for Mg, no decision for Na, and for Ga and Si a tendency that depends on the core radius and does not give the right structure.

\section{From electron response to a pair potential}

Hartree atomic units are used in the algebra. An atom gives $Z$ electrons to a gas of density parameter $r_s$, so
\[
\Omega=\tfrac{4\pi}{3}Zr_s^3,\qquad k_F=(3\pi^2Z/\Omega)^{1/3}=1.919/r_s .
\]
The ion is represented by an empty core: its potential is zero for $r<R_c$ and $-Z/r$ outside. With a vanishing convergence factor at infinity,
\[
w(q)=-\frac{4\pi Z}{q}\int_{R_c}^{\infty}\!\sin(qr)\,dr=-\frac{4\pi Z}{q^2}\cos(qR_c).
\]

\textbf{Free response.} First-order perturbation theory for the occupied plane waves, with a factor 2 for spin and 2 for the components $\pm\mathbf q$, gives
\[
\chi_0=-\frac{4}{8\pi^3}\int_{k<k_F}\frac{d^3k}{q^2/2+\mathbf k\cdot\mathbf q}
=-\frac{1}{\pi^2q}\int_0^{k_F}\!k\ln\left|\frac{q+2k}{q-2k}\right|dk ,
\]
where the angular integral has been done. Integration by parts turns the last integral into $qk_F/2+(k_F^2/2-q^2/8)\ln|(q+2k_F)/(q-2k_F)|$. With $x=q/2k_F$,
\[
\chi_0=-\frac{k_F}{\pi^2}L(x),\qquad
L=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right| .
\]
At $q=2.6k_F$ and $k_F=1$, direct momentum integration and this formula both give $-\chi_0=0.023276$.

\textbf{Screening.} The induced density also acts on the electrons. A local-field factor $g(q)$ reduces this feedback for exchange and correlation:
\[
\delta n=\chi_0\left[W+\frac{4\pi}{q^2}(1-g)\,\delta n\right].
\]
Set $X=-4\pi\chi_0/q^2=4k_FL/(\pi q^2)$ and solve for $\delta n=\chi W$:
\[
\chi=-\frac{q^2}{4\pi}F,\qquad F=\frac{X}{\varepsilon},\qquad \varepsilon=1+(1-g)X .
\]
Here $g=q^2/[2(q^2+\xi k_F^2)]$, with $\xi$ fixed by the compressibility sum rule and the Perdew--Zunger correlation energy.

\textbf{Energy.} Let $S(\mathbf G)$ be the structure factor per atom. The lattice potential has components $Sw/\Omega$. Creating the induced density costs half of what its interaction with the ions gains, so the second-order energy per atom is $(1/2\Omega)\sum|S|^2\chi w^2$. Adding the ion--ion repulsion gives
\begin{equation}
E=E_{\rm vol}+\frac1{2\Omega}\sum_{\mathbf G\ne0}|S(\mathbf G)|^2\Phi(G),\quad
\Phi(q)=\frac{4\pi Z^2}{q^2}\left[1-F\cos^2(qR_c)\right],
\label{energy}
\end{equation}
with the usual subtraction of the ionic self-energy. The inverse transform is $\Phi(R)=(2\pi^2R)^{-1}\int_0^\infty q\sin(qR)\Phi(q)\,dq$. Since $\int_0^\infty\sin(qR)/q\,dq=\pi/2$,
\begin{equation}
\Phi(R)=\frac{Z^2}{R}\left[1-\frac2\pi\int_0^\infty\frac{\sin(qR)}{q}\cos^2(qR_c)F(q)\,dq\right].
\label{pair}
\end{equation}
As $q\to0$, $X\to\infty$ and $g\to0$, hence $F\to1$, and the $1/R$ repulsion is screened away.

The $\mathbf G=0$ and self terms are the same for all structures of equal volume. Therefore $\Delta E=\frac12\Delta\sum_{R\neq0}\Phi(R)$. For $Z=3$, $r_s=2.1$, $R_c=1.1$ bohr, the bcc--fcc difference is 81.14 meV per atom from the reciprocal sum and 81.10 from the pair sum. A smooth cutoff centred at $3\Omega^{1/3}$ gives 90.30 meV, about 11\% too high; centres at $2$, $2.5$ and $4\,\Omega^{1/3}$ give 55, 76 and 88 meV. The near shells give the size of the difference, but the sum converges slowly.

\section{The contribution of the far oscillation}

The Lindhard function is singular at $q=2k_F$. Put $s=q-2k_F$. There $(1-x^2)/4x\simeq(1-x)/2=-s/4k_F$, and the logarithm is $-\ln|s|$ plus smooth terms, so the singular part of $L$ is $(s/4k_F)\ln|s|$. Because $d\chi/d\chi_0=1/\varepsilon^2$,
\[
\Phi_{\rm sing}(q)=-C\,s\ln|s|,\qquad C=\frac{w(2k_F)^2}{4\pi^2\varepsilon^2}
=\frac{Z^2\cos^2(2k_FR_c)}{4k_F^4\varepsilon^2},
\]
with $\varepsilon$ taken at $2k_F$. For $R>0$ the transform of $\ln|s|$ is $-\pi/R$; multiplication by $s$ is $-i\,d/dR$, which gives $-i\pi/R^2$. Hence
\begin{align}
\Phi(R)&\simeq\frac{2k_F}{2\pi^2R}(-C)\,{\rm Im}\left[e^{2ik_FR}\frac{-i\pi}{R^2}\right]
=\frac{k_FC}{\pi R^3}\cos(2k_FR)\nonumber\\
&=\frac{Z^2\cos^2(2k_FR_c)}{4\pi k_F^3\varepsilon^2}\,\frac{\cos(2k_FR)}{R^3}.
\label{tail}
\end{align}
For the $Z=3$ parameters above the formula gives an amplitude of 0.1368 hartree bohr$^3$; the quadrature of (\ref{pair}) beyond 150 bohr gives 0.1369.

The core radius acts through $\cos^2(2k_FR_c)$. This leading tail vanishes when $R_c=\pi/4k_F$, or $R_c/r_s=0.409$. The factor is 0.01 for Na, 0.07 for Mg, 0.18 for Al and 0.12 for Ga and Si, with the parameters given below.

How much of the potential at the first shell is this tail? For Al, $D=5.480$ bohr and $2k_FD=3.188\pi$, so (\ref{tail}) gives
\[
\frac{0.1368}{5.480^3}\cos(3.188\pi)=-6.9\times10^{-4}\ \text{hartree}=-19\ \text{meV},
\]
while the full $\Phi(D)$ is $-37.7$ meV. At the second shell, $\sqrt2D$, the tail gives about $-0.2$ meV and the full potential $-26.7$ meV. The asymptotic oscillation is therefore a poor guide to the near shells, and (\ref{pair}) has to be evaluated in full.

\section{The contribution of valence: where the shells stand}

The fcc cube edge is $e=(4\Omega)^{1/3}$, so the close-packed distance is $D=e/\sqrt2=2^{1/6}\Omega^{1/3}$. Since $k_F\Omega^{1/3}=(3\pi^2Z)^{1/3}$,
\begin{equation}
2k_FD=2^{7/6}(3\pi^2Z)^{1/3}=2.211\pi\,Z^{1/3}.
\label{phase}
\end{equation}
The density has cancelled. Measured in Friedel wavelengths $\pi/k_F$, the shells of a given structure stand at places fixed by $Z$; $r_s$ and $R_c$ change the curve beneath them.

The example uses rough typical values: $(r_s,R_c)$ in bohr is (3.9, 1.7) for Na, (2.7, 1.3) for Mg, (2.1, 1.1) for Al, (2.2, 1.1) for Ga and (2.0, 1.0) for Si. In the table, $R_{\min}$ is the minimum of $\Phi$ nearest to $D$, and $E_p$ is the pairing energy defined in the next section.

\begin{center}
\begin{tabular}{lcccccc}
 & $R_c/r_s$ & $D$ (bohr) & $2k_FD/\pi$ & $R_{\min}/D$ & $\Phi(D)$ (meV) & $E_p$ (meV)\\
Na & 0.436 & 7.06 & 2.211 & 1.050 & $-41.6$ & 9.4\\
Mg & 0.481 & 6.16 & 2.785 & 0.990 & $-84.3$ & 18.2\\
Al & 0.524 & 5.48 & 3.188 & 1.015 & $-37.7$ & 25.0\\
Ga & 0.500 & 5.74 & 3.188 & 0.975 & $-65.0$ & 13.6\\
Si & 0.500 & 5.74 & 3.509 & 1.225 & $-37.5$ & $-0.1$
\end{tabular}
\end{center}

In Na, Mg, Al and Ga the twelve neighbours of close packing lie within 5\% of a minimum. In Si they lie on a shoulder: $\Phi$ is $-37.5$, $-40.6$ and $-47.3$ meV at $D$, $1.1D$ and $1.2D$, and the minimum near $D$ has disappeared. The one at $1.225D$ continues the second minimum of Al, which lies at $1.395D$. Ga and Si have equal $R_c/r_s$ and nearly equal $D$ (0.304 nm). Between them $Z$ changes, and with it $r_s$ and $R_c$ by about 10\%.

\section{The contribution of curvature: may the shell split?}

An open structure exchanges twelve equal distances for some short and some long ones. A simple version displaces alternate (001) planes of fcc by $\pm u$. Each atom then has four out-of-plane neighbours at $r_+$ and four at $r_-$, where
\[
r_\pm^2=\left(\tfrac e2\right)^2+\left(\tfrac e2\pm2u\right)^2=D^2\pm2eu+4u^2 .
\]
Expanding the root to second order and using $e^2=2D^2$,
\[
r_\pm=D+\frac{\pm2eu+4u^2}{2D}-\frac{4e^2u^2}{8D^3}=D\pm\sqrt2\,u+\frac{u^2}{D}.
\]
Sharing each bond between two atoms, the first-shell cost per atom is
\begin{equation}
\tfrac12\cdot4\left[\Phi(r_+)+\Phi(r_-)-2\Phi(D)\right]
=4u^2\left[\Phi''(D)+\frac{\Phi'(D)}{D}\right].
\label{split}
\end{equation}
A shell in a well resists splitting; a shell on a hump gains by it. For $u=0.02e$ the first shell of Al gives 25.6 meV, the quadratic law 25.2, and the sum over all shells, $E_p$, 25.0. The local argument holds well there. In Si the first shell gives 2.7 meV and all shells together $-0.07$ meV (a sharp reciprocal cutoff gives $-0.03$). This near zero is a crossing: the $u^2$ term of all shells is negative, about $-0.6$ meV at this amplitude, and higher powers offset it. The energy is $-0.13$ meV at $u=0.01e$, $-0.18$ meV at $0.015e$ and $+1.5$ meV at $0.03e$. Close packing is thus weakly unstable against this distortion, with a gain of only about 0.2 meV.

Al and Ga isolate the effect of density, since $Z$ and $R_c$ are the same by choice. Raising $r_s$ from 2.1 to 2.2 lowers the repulsion at $0.8D$ from 518 to 279 meV, moves the minimum from $1.015D$ to $0.975D$, and nearly halves $E_p$. Bonds at a given fraction of $D$ become cheaper because they are longer: $0.8D$ grows from 4.38 to 4.59 bohr. At a fixed distance of 4.38 bohr the potential rises slightly.

\section{The structures weighed against each other}

The next table gives energies relative to fcc in meV per atom at equal volume. The hcp axial ratio is ideal. The gallium-type cell has rough proportions $1:1.7:1$ and is not relaxed.

\begin{center}
\begin{tabular}{lrrrr}
 & hcp & bcc & Ga type & diamond\\
Na & $-0.05$ & 0.8 & 179 & 401\\
Mg & $-4.9$ & 25 & 352 & 1031\\
Al & 21 & 81 & 338 & 1588\\
Ga & 11 & 52 & 190 & 1110\\
Si & $-32$ & $-33$ & 113 & 848
\end{tabular}
\end{center}

For Mg and Al the lowest of the five agrees with the real crystal. The fcc and ideal hcp structures share their first two shells, 12 atoms at $D$ and 6 at $\sqrt2D$, so in this model their difference comes from the third shell outwards. It cannot be read from the position of the first minimum. For Na the three simple structures lie within 1 meV, and hcp and fcc differ by only 0.05 meV. Lattice vibrations, omitted here, can decide on that scale.

Among these five fixed structures the model selects fcc for Ga and bcc for Si, both wrong. The choice for Si is fragile: bcc lies only 1 meV below ideal hcp, and relaxing the axial ratio to 1.51 brings hcp to $-36$ meV. Relaxing the gallium-type cell can only lower its energy, so its entries are upper bounds, and loose ones. A local relaxation at fixed volume ends 30 meV above fcc for Ga, with nine neighbours between $0.93D$ and $0.96D$ and no single short bond; for Si it ends in a simple hexagonal lattice with eight neighbours, 125 meV below fcc and below all five entries. With the radii used here the trend has the right direction: from Al to Ga to Si the cost of the unrelaxed gallium-type cell falls from 338 to 190 to 113 meV, and that of diamond from 1588 to 1110 to 848 meV. What holds diamond back is visible in the potential. Its cube edge is $2\Omega^{1/3}$, so its four bonds have length $(\sqrt3/2)\Omega^{1/3}=0.77D$, on the repulsive wall; at $0.8D$, $\Phi$ for Si is already $+247$ meV.

\section{The map of core radius and density}

Repeating the comparison over $r_s$ and $R_c/r_s$ shows how firm each assignment is. For $Z=3$, fcc is lowest at $r_s=2.0$ and 2.4 for $R_c/r_s=0.50$ and 0.55, which surrounds Al. For $Z=2$, hcp is lowest at $r_s=2.4$ and 3.0 for $R_c/r_s=0.50$, but fcc at 0.45, so Mg is close to a boundary. For $Z=4$ and $R_c/r_s=0.50$, the lowest structure is hcp at $r_s=1.8$ and the gallium type at $r_s=2.2$. At the lower density the potential minimum lies at $0.89D$. This alone does not explain the result, since at $R_c/r_s=0.45$, with the minimum at $0.87D$, bcc is lowest.

The position of the minimum does not fix the structure by itself. With the minimum at $0.98D$ the map contains both hcp ($Z=1$, $r_s=4.0$) and fcc ($Z=2$, $r_s=2.4$). Several shells and their weights enter the sum.

\section{The contributions left out}

\textbf{Higher orders.} A measure of the next order relative to the second is the screened component $|V|=|w|/(\Omega\varepsilon)$ divided by the Fermi energy $E_F$. For the (111) waves of diamond-structure Si it is 0.20, against 0.01 for fcc Al. The Al value is so small because $GR_c=1.54$ happens to lie close to $\pi/2$, a zero of $w$; for Al in the diamond structure the ratio is 0.13. The (200), (220) and (311) waves of fcc Al give 0.05, 0.12 and 0.10, and the effect of higher orders on the 21 meV between fcc and hcp is not estimated. Including $|S|=1/\sqrt2$ lowers the Si value to 0.14. In terms of $V$, the eight (111) waves of diamond-structure Si, each with $|S|^2=\frac12$, contribute to (\ref{energy}) an energy of magnitude
\[
8\cdot\frac12\cdot\frac{\Omega}{2}V^2\varepsilon\,\frac{k_FL}{\pi^2}
>\frac{2\Omega V^2k_FL}{\pi^2}\approx0.19\ \text{hartree}\approx5\ \text{eV},
\]
using $\Omega=134$ bohr$^3$, $V=0.198\times0.460$ hartree, $k_F=0.96$ and $L=0.89$; the inequality holds because $g<\frac12$ makes $\varepsilon>1$. A fraction 0.14 to 0.20 of 5 eV is 0.7 to 1 eV, comparable with the 0.85 eV by which diamond loses. This is an order of magnitude and does not fix the sign. If the higher orders are of this size, second order cannot settle the structure of Si. That the missing terms favour diamond, as covalent bonding suggests, is not derived here.

\textbf{Exchange and correlation.} Dropping the local field, with all else fixed, raises the diamond--fcc difference of Si by 762 meV. This number is thus sensitive to the screening model as well. With $\xi=1$ in place of the sum-rule value, the unrelaxed gallium type becomes the lowest of the five for Si, at $-113$ meV, while Al stays fcc and Mg hcp both with $\xi=1$ and without the local field.

\textbf{The core.} Increasing $R_c$ by 0.05 bohr raises the same difference by 168 meV in Si and 379 meV in Al. A more serious discrepancy appears in the volume. The core radius that makes the fcc energy stationary at the assumed density is 1.62 bohr for Al and 1.79 for Si, far above the 1.1 and 1.0 used. With the rough radii the model crystals would contract. The radii used for the structures thus do not give the volumes. At the larger radii (1.74 bohr for Ga) fcc is still the lowest of the five for Al, but the trend towards open structures is reversed: the gallium type then costs about 3.3 eV in Al, 3.6 eV in Ga and 5.6 eV in Si. The comparisons are meaningful only with the volume held at its assumed value. Real ions scatter s, p and d waves differently, and Ga has a filled d shell near its valence electrons; neither effect is included, and their size is not estimated.

For the opening decision, the pair potential with the radii used here gives, among the five structures compared, the right close-packed structure for Al and, less securely, for Mg at given volume; with other radii the ranking has to be checked again. For Na the differences are too small for it. For Ga and Si it does not give the right structure, and the lower cost of open structures found with these radii does not survive at the larger ones. There the choice needs the full electronic calculation. Most of the values behind these judgements are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
Density response at q=2.6kF: integral 0.023276, formula 0.023276 (a.u.)
Tail amplitude Z=3 rs=2.1 Rc=1.1: 0.1369, formula 0.1368 Ha bohr^3
Tail node at Rc/rs=0.4092: amplitude/no-core = -1.9e-04
Energy minus fcc, meV/atom: reciprocal | all pairs | pairs within about 3 Omega^(1/3)
  Z=3 bcc       81.14 |      81.10 |      90.30
  Z=3 pair      24.98 |      24.97 |      25.17
  Z=4 dia      848.08 |     847.95 |     821.34
Inputs rs, Rc (bohr); D (bohr, nm); 2kF D/pi; Rc/rs; zero-pressure Rc (bohr)
  Na Z=1 3.9 1.7; 7.057 0.3734; 2.211; 0.436; 1.93
  Mg Z=2 2.7 1.3; 6.155 0.3257; 2.785; 0.481; 1.80
  Al Z=3 2.1 1.1; 5.480 0.2900; 3.188; 0.524; 1.62
  Ga Z=3 2.2 1.1; 5.741 0.3038; 3.188; 0.500; 1.74
  Si Z=4 2.0 1.0; 5.744 0.3040; 3.509; 0.500; 1.79
Phi (meV) at R/D = 0.8 0.9 1.0 1.1 1.2 1.414 | minima R/D (Phi in meV)
  Na    94.7    -8.9   -41.6   -42.1   -31.4   -10.3 | 1.050(-44.2)
  Mg   194.6   -43.7   -84.3   -62.9   -36.1   -12.5 | 0.990(-84.5)
  Al   517.8    48.6   -37.7   -28.8   -20.4   -26.7 | 1.015(-38.6) 1.395(-26.9)
  Ga   278.8   -32.6   -65.0   -42.7   -29.7   -24.2 | 0.975(-67.0)
  Si   247.4   -13.3   -37.5   -40.6   -47.3   -23.5 | 1.225(-47.8)
Pairing of fcc planes, u=0.02 edge (meV/atom): first shell, its u^2 law, all shells
  Na      9.49      9.50      9.38
  Mg     18.05     17.96     18.16
  Al     25.55     25.21     24.98
  Ga     14.26     13.92     13.61
  Si      2.74      2.21     -0.03
Energy minus fcc at equal volume (meV/atom): hcp, bcc, gaI (Ga type), dia; lowest
  Na     -0.05      0.77    179.05    400.58; hcp
  Mg     -4.94     24.99    351.50   1030.65; hcp
  Al     21.19     81.14    338.12   1588.00; fcc
  Ga     10.83     52.44    189.80   1110.38; fcc
  Si    -32.39    -33.25    112.77    848.08; bcc
Neglected: |V111|/EF fcc, dia; shift of dia-fcc (meV) for Rc+0.05 bohr, no local field
  Na 0.088 0.040;      28.3      -0.8
  Mg 0.017 0.109;     198.1      77.2
  Al 0.008 0.129;     378.5     292.4
  Ga 0.030 0.154;     288.3     348.2
  Si 0.074 0.198;     168.0     762.1
Largest thermal loss of the oscillation at D, 300 K: 1.2e-03 (fraction)
Map, lowest structure : minimum nearest D (R/D), columns Rc/rs = 0.35 0.40 0.45 0.50 0.55 0.60
  Z=1 rs=3.0 hcp:1.02 hcp:1.09 fcc:1.16 bcc:1.23 bcc:1.28 bcc:1.33
  Z=1 rs=4.0 hcp:0.91 hcp:0.98 hcp:1.06 bcc:1.14 bcc:1.20 bcc:1.25
  Z=2 rs=2.4 hcp:0.95 fcc:0.98 fcc:1.02 hcp:1.06 hcp:1.09 hcp:1.12
  Z=2 rs=3.0 gaI:0.81 fcc:0.87 fcc:0.92 hcp:0.97 hcp:1.02 hcp:1.05
  Z=3 rs=2.0 bcc:1.03 bcc:1.08 hcp:1.14 fcc:1.35 fcc:1.07 fcc:1.07
  Z=3 rs=2.4 bcc:0.83 bcc:0.86 hcp:0.90 fcc:0.93 fcc:0.95 fcc:0.98
  Z=4 rs=1.8 fcc:1.02 bcc:1.09 bcc:1.17 hcp:1.27 hcp:1.32 hcp:1.36
  Z=4 rs=2.2 fcc:0.84 bcc:0.85 bcc:0.87 gaI:0.89 gaI:0.91 gaI:0.92
\end{verbatim}
